# Image-potential levels outside a perfect conductor with an impenetrable surface: a program that tests the result

```python
"""
Result under test: an electron outside a perfect conductor, V(z) = -1/(4z),
with an impenetrable wall u(0) = 0, has levels E_n = -1/(32 n^2) hartree.
z: distance from the image plane; u: wavefunction of the normal motion;
kappa = sqrt(-2E); nu = 1/(4 kappa), an integer n for the ideal wall.
Atomic units inside; eV and nm in the output. The aluminium inputs are rough
typical values, used to size effects which the ideal model neglects.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar, brentq
from scipy.special import hankel1, hankel2

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
FIELD_AU = const.physical_constants["atomic unit of electric field"][0]
KB_EV = const.k / const.e


def ideal_energy(n):
    return -1.0 / (32.0 * n**2)


def grid_states(potential, step, count, vectors=False):
    """Lowest states of -u''/2 + V u with u = 0 just outside both grid ends."""
    diagonal = 1.0 / step**2 + potential
    off_diagonal = np.full(len(potential) - 1, -0.5 / step**2)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=not vectors,
                            select="i", select_range=(0, count - 1))


# Electrostatics: work against the surface stress, and a large grounded sphere
def stress_force(distance):
    def ring(rho):
        normal_field = 2 * distance / (rho**2 + distance**2)**1.5
        return normal_field**2 / (8 * np.pi) * 2 * np.pi * rho
    return quad(ring, 0, np.inf)[0]


test_distance = 2.0
work_energy = -quad(stress_force, test_distance, np.inf)[0]
assert abs(work_energy + 1 / (4 * test_distance)) < 1e-6
sphere_radius = 2000 * test_distance
orders = np.arange(30000)
ratio = sphere_radius / (sphere_radius + test_distance)
sphere_energy = -0.5 * np.sum(ratio**(2 * orders + 1)) / (
    sphere_radius + test_distance)
assert abs(sphere_energy * 4 * test_distance + 1) < 1e-3

# Levels, mean distances and energy balance by diagonalization
step = 0.05
z = step * np.arange(1, 12000)
image_potential = -1 / (4 * z)
energies, states = grid_states(image_potential, step, 4, vectors=True)
mean_z = np.array([np.sum(z * states[:, i]**2) for i in range(4)])
mean_v = np.array([np.sum(image_potential * states[:, i]**2)
                   for i in range(4)])
for n in range(1, 5):
    assert abs(energies[n - 1] / ideal_energy(n) - 1) < 2e-4
    assert abs(mean_z[n - 1] / (6 * n**2) - 1) < 1e-3
    assert abs(mean_v[n - 1] / (2 * ideal_energy(n)) - 1) < 1e-3

# The terminating series solves the differential equation
zs = sp.symbols("z", positive=True)
for n in range(1, 5):
    kap = sp.Rational(1, 4 * n)
    coefficient, series = sp.Integer(1), sp.Integer(0)
    for j in range(n):
        series += coefficient * zs**(j + 1)
        coefficient *= (2 * kap * (j + 1) - sp.Rational(1, 2)) / (
            (j + 1) * (j + 2))
    assert coefficient == 0
    u_exact = series * sp.exp(-kap * zs)
    residual = (-sp.diff(u_exact, zs, 2) / 2 - u_exact / (4 * zs)
                + kap**2 / 2 * u_exact)
    assert sp.simplify(residual * sp.exp(kap * zs)) == 0


# Between two levels the series solution grows as exp(+kappa z)
def log_regular_solution(distance, kappa):
    term, total = distance, 0.0
    for j in range(900):
        total += term
        term *= distance * (2 * kappa * (j + 1) - 0.5) / ((j + 1) * (j + 2))
    return np.log(abs(total)) - kappa * distance


trial_nu = 1.5
trial_kappa = 1 / (4 * trial_nu)
growth = (log_regular_solution(300.0, trial_kappa)
          - log_regular_solution(200.0, trial_kappa)) / 100
assert abs(growth - (trial_kappa - trial_nu * np.log(1.5) / 100)) < 1e-3


# Decaying solution at any nu; it is normalizable but misses u(0) = 0
def decaying_solution(distance, nu):
    x = distance / (2 * nu)
    return x * mp.exp(-x / 2) * mp.hyperu(1 - nu, 2, x)


wall_value = float(decaying_solution(mp.mpf("1e-7"), mp.mpf(trial_nu)))
trial_norm = quad(lambda s: float(decaying_solution(s, trial_nu))**2,
                  1e-7, 120, epsabs=1e-5, epsrel=1e-5, limit=100)[0]
assert abs(wall_value) > 0.1 and np.isfinite(trial_norm)
assert abs(float(decaying_solution(mp.mpf("1e-7"), mp.mpf("2.000001")))) < 1e-4

# Rough aluminium inputs and free-electron quantities
lattice_nm, valence, work_function_ev = 0.405, 3, 4.3
temperature_k, sheath_field_si, terrace_nm = 450.0, 3.0e5, 10.0
lattice = lattice_nm / BOHR_NM
density = 4 * valence / lattice**3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
e_fermi = k_fermi**2 / 2
inner_depth = e_fermi + work_function_ev / HARTREE_EV
k_screen = np.sqrt(4 * k_fermi / np.pi)


def electron_density(fermi_energy):
    return (2 * fermi_energy)**1.5 / (3 * np.pi**2)


delta = 1e-4
density_slope = (electron_density(e_fermi + delta)
                 - electron_density(e_fermi - delta)) / (2 * delta)
assert abs(4 * np.pi * density_slope / k_screen**2 - 1) < 1e-6
plasmon = np.sqrt(4 * np.pi * density)
surface_plasmon = plasmon / np.sqrt(2)
surface_root = brentq(lambda w: 2 - plasmon**2 / w**2, 0.1 * plasmon, plasmon)
assert abs(surface_root - surface_plasmon) < 1e-9

# Weak-lattice bands for normal motion: is the vacuum level in a band?
lattice_fourier = 0.5 / HARTREE_EV
band_windows = {}
for face, spacing in (("111", lattice / np.sqrt(3)), ("100", lattice / 2)):
    reciprocal = 2 * np.pi / spacing
    coupling = lattice_fourier * (np.eye(7, k=1) + np.eye(7, k=-1)
                                  + np.eye(7, k=2) + np.eye(7, k=-2))
    second_band = []
    for k in np.linspace(0, reciprocal / 2, 41):
        kinetic = np.diag((k + reciprocal * np.arange(-3, 4))**2 / 2)
        second_band.append(np.linalg.eigvalsh(kinetic + coupling)[1])
    band_windows[face] = (min(second_band), max(second_band))
    assert band_windows[face][0] < inner_depth < band_windows[face][1]

# Reflection at threshold from a free-electron metal of the inner depth
cutoff = 1 / (4 * inner_depth)
x_cut = np.sqrt(2 * cutoff)
reflection = -(hankel2(0, x_cut) + 1j * hankel2(1, x_cut)) / (
    hankel1(0, x_cut) + 1j * hankel1(1, x_cut))
reflectivity = abs(reflection)**2
far = 5000.0
wave = solve_ivp(lambda s, y: [y[1], -y[0] / (2 * s)], (cutoff, far),
                 np.array([1.0, -1j * np.sqrt(2 * inner_depth)]),
                 method="DOP853", rtol=1e-10, atol=1e-12)
u_far, slope_far = wave.y[:, -1]
k_far = np.sqrt(1 / (2 * far))
slope_far = slope_far - u_far / (4 * far)
direct_reflectivity = abs((slope_far + 1j * k_far * u_far)
                          / (slope_far - 1j * k_far * u_far))**2
assert abs(direct_reflectivity / reflectivity - 1) < 5e-3


# Complex resonance energies by matching at the actual complex energy
def resonance_mismatch(nu):
    energy = -1 / (32 * nu**2)
    inner_k = mp.sqrt(2 * (energy + inner_depth))
    slope = mp.diff(lambda s: decaying_solution(s, nu), cutoff)
    return slope + 1j * inner_k * decaying_solution(cutoff, nu)


resonances = []
for n in range(1, 4):
    nu_threshold = n + 1j * np.log(reflection) / (2 * np.pi)
    start = mp.mpc(nu_threshold)
    nu_root = complex(mp.findroot(resonance_mismatch, (start, start + 0.01)))
    assert abs(nu_root - nu_threshold) < 0.05 / n**2
    resonances.append(-1 / (32 * nu_root**2))
resonances = np.array(resonances)
widths = -2 * resonances.imag
assert np.all(widths > 0)

# Thomas-Fermi screening with the impenetrable wall kept; the lower limit of
# t must lie far below 1/(2 k_s z) for every distance and screening constant
log_t = np.linspace(np.log(1e-12), np.log(40.0), 640)
t = np.exp(log_t)
weights = t * np.cosh(t) * np.exp(-2 * t) * (log_t[1] - log_t[0])


def screened_image(distances, k_s):
    return np.array([-0.5 * k_s * np.sum(
        weights * np.exp(-2 * k_s * s * np.sinh(t))) for s in distances])


assert abs(screened_image([100.0], k_screen)[0]
           * 4 * (100 + 1 / k_screen) + 1) < 1e-3
assert abs(screened_image([5.0], 1000.0)[0] * 20 + 1) < 1e-3
screened_levels = grid_states(screened_image(z, k_screen), step, 2)
assert np.all(screened_levels > energies[:2])

# Sheath field pushing electrons away from the film: potential -F z
field = sheath_field_si / FIELD_AU
plus = grid_states(image_potential + field * z, step, 3)
minus = grid_states(image_potential - field * z, step, 3)
for n in range(1, 4):
    assert abs((plus - minus)[n - 1] / 2 / (6 * n**2 * field) - 1) < 5e-3
saddle_energy = -np.sqrt(field)
saddle_z = 1 / (2 * np.sqrt(field))
saddle = minimize_scalar(lambda s: 1 / (4 * s) + field * s,
                         bounds=(10, 5000), method="bounded")
assert abs(-saddle.fun / saddle_energy - 1) < 1e-6
assert abs(saddle.x / saddle_z - 1) < 1e-3


def levels_below_saddle(shift_per_n2):
    """Count upward from n = 1 and stop at the first level above the saddle."""
    n = 1
    while ideal_energy(n) - shift_per_n2 * n**2 < saddle_energy:
        n += 1
    return n - 1


count_plain = levels_below_saddle(0.0)
count_shifted = levels_below_saddle(6 * field)

# Confinement on a square terrace with hard edges
terrace = terrace_nm / BOHR_NM
terrace_energy = np.pi**2 / terrace**2
terrace_step = terrace / 2000
box_level = grid_states(np.zeros(1999), terrace_step, 1)[0]
assert abs(2 * box_level / terrace_energy - 1) < 1e-4

# Thermal occupation relative to the Fermi level
thermal_ev = KB_EV * temperature_k
height_ev = work_function_ev + ideal_energy(1) * HARTREE_EV
log_occupation = -height_ev / thermal_ev / np.log(10)
direct_occupation = 1 / (np.exp(height_ev / thermal_ev) + 1)
assert abs(np.log10(direct_occupation) - log_occupation) < 1e-6

print("IDEAL WALL, energies from the vacuum level")
print(f"Rydberg constant of series: {-ideal_energy(1):.5f} hartree")
print(f"Rydberg constant of series: {-ideal_energy(1)*HARTREE_EV:.4f} eV")
for n in range(1, 5):
    print(f"n={n} binding, formula: {-ideal_energy(n)*HARTREE_EV:.4f} eV")
    print(f"n={n} binding, grid: {-energies[n-1]*HARTREE_EV:.4f} eV")
    print(f"n={n} mean distance, grid: {mean_z[n-1]*BOHR_NM:.3f} nm")
print("ALUMINIUM FILM, rough inputs")
print(f"lattice constant: {lattice_nm:.3f} nm")
print(f"valence electrons per atom: {valence}")
print(f"work function: {work_function_ev:.1f} eV")
print(f"substrate temperature: {temperature_k:.0f} K")
print(f"sheath field: {sheath_field_si*1e-8:.4f} MV/cm")
print(f"terrace width: {terrace_nm:.0f} nm")
print(f"lattice Fourier terms: {lattice_fourier*HARTREE_EV:.1f} eV")
print("TRANSMISSION INTO THE METAL")
print(f"Fermi energy: {e_fermi*HARTREE_EV:.2f} eV")
print(f"vacuum above band bottom: {inner_depth*HARTREE_EV:.2f} eV")
for face, (low, high) in band_windows.items():
    print(f"({face}) second band: {low*HARTREE_EV:.1f} to "
          f"{high*HARTREE_EV:.1f} eV")
print(f"image cutoff distance: {cutoff*BOHR_NM:.4f} nm")
print(f"threshold reflectivity, formula: {reflectivity:.4f}")
print(f"threshold reflectivity, direct: {direct_reflectivity:.4f}")
for n in range(1, 4):
    print(f"resonance {n}: energy {resonances[n-1].real*HARTREE_EV:.3f} eV, "
          f"width {widths[n-1]*HARTREE_EV:.3f} eV")
print("OTHER NEGLECTED EFFECTS")
print(f"screening length: {BOHR_NM/k_screen:.4f} nm")
print(f"n=1 binding, screened: {-screened_levels[0]*HARTREE_EV:.3f} eV")
print(f"n=2 binding, screened: {-screened_levels[1]*HARTREE_EV:.3f} eV")
print(f"surface plasmon energy: {surface_plasmon*HARTREE_EV:.2f} eV")
print(f"n=1 to 2 spacing / plasmon: "
      f"{(ideal_energy(2)-ideal_energy(1))/surface_plasmon:.3f}")
print(f"n=1 sheath shift: {-6*field*HARTREE_EV*1000:.3f} meV")
print(f"sheath saddle energy: {saddle_energy*HARTREE_EV*1000:.1f} meV")
print(f"sheath saddle distance: {saddle_z*BOHR_NM:.1f} nm")
print(f"levels below saddle, unshifted: {count_plain}")
print(f"levels below saddle, shifted: {count_shifted}")
print(f"terrace confinement: {terrace_energy*HARTREE_EV*1000:.2f} meV")
print(f"thermal energy: {thermal_ev*1000:.1f} meV")
print(f"n=1 height above Fermi level: {height_ev:.2f} eV")
print(f"log10 of n=1 thermal occupation: {log_occupation:.1f}")
print("finished without a failed check")
```

It prints:

```
IDEAL WALL, energies from the vacuum level
Rydberg constant of series: 0.03125 hartree
Rydberg constant of series: 0.8504 eV
n=1 binding, formula: 0.8504 eV
n=1 binding, grid: 0.8503 eV
n=1 mean distance, grid: 0.318 nm
n=2 binding, formula: 0.2126 eV
n=2 binding, grid: 0.2126 eV
n=2 mean distance, grid: 1.270 nm
n=3 binding, formula: 0.0945 eV
n=3 binding, grid: 0.0945 eV
n=3 mean distance, grid: 2.858 nm
n=4 binding, formula: 0.0531 eV
n=4 binding, grid: 0.0531 eV
n=4 mean distance, grid: 5.080 nm
ALUMINIUM FILM, rough inputs
lattice constant: 0.405 nm
valence electrons per atom: 3
work function: 4.3 eV
substrate temperature: 450 K
sheath field: 0.0030 MV/cm
terrace width: 10 nm
lattice Fourier terms: 0.5 eV
TRANSMISSION INTO THE METAL
Fermi energy: 11.65 eV
vacuum above band bottom: 15.95 eV
(111) second band: 7.4 to 27.0 eV
(100) second band: 9.7 to 36.2 eV
image cutoff distance: 0.0226 nm
threshold reflectivity, formula: 0.0528
threshold reflectivity, direct: 0.0528
resonance 1: energy -0.480 eV, width 0.354 eV
resonance 2: energy -0.160 eV, width 0.066 eV
resonance 3: energy -0.078 eV, width 0.022 eV
OTHER NEGLECTED EFFECTS
screening length: 0.0487 nm
n=1 binding, screened: 0.544 eV
n=2 binding, screened: 0.167 eV
surface plasmon energy: 11.16 eV
n=1 to 2 spacing / plasmon: 0.057
n=1 sheath shift: -0.095 meV
sheath saddle energy: -20.8 meV
sheath saddle distance: 34.6 nm
levels below saddle, unshifted: 6
levels below saddle, shifted: 7
terrace confinement: 7.52 meV
thermal energy: 38.8 meV
n=1 height above Fermi level: 3.45 eV
log10 of n=1 thermal occupation: -38.6
finished without a failed check
```
